# Residual estimator and bulk marking for a cusped orbital in one dimension

Let a trial function $v$ on an element of length $h$ vanish at both ends, and measure it by its slope norm $\|v'\|=(\int v'^2dx)^{1/2}$. By dimensions, any bounds on $v$ in terms of $\|v'\|$ read $\|v\|\lesssim h\|v'\|$ and $|v(x_0)|\lesssim\sqrt h\,\|v'\|$ at an interior point. If an approximate orbital leaves a distributed residual $r$ in its equation and a slope-jump residual $j$ at a point, and the weights may depend on $h$ alone, the powers of $h$ are fixed, and an error indicator that adds the two parts has the form

$$\eta_K=\alpha\,h\,\|r\|_K+\beta\sqrt h\,|j| ,$$

with pure numbers $\alpha,\beta$. The jump carries the lower power of $h$, so it dominates on small elements. This is why a cusp inside an element is expensive.

## The model and the failure of the uniform mesh

Atomic units are used in the algebra. An electron on $(0,L)$, with hard walls, feels a point well of strength $Z>0$ at $x_0$:

$$a(v,w)=\tfrac12\int v'w'\,dx-Z\,v(x_0)w(x_0).$$

The ground orbital satisfies $a(u,v)=\lambda(u,v)$ for every $v$ vanishing at the walls, with $\|u\|=1$. Integration by parts gives $-\frac12u''=\lambda u$ away from $x_0$ and the cusp condition $\frac12[u'](x_0)=-Zu(x_0)$, where $[\,\cdot\,]$ means right value minus left value. We assume $\lambda=-\kappa^2/2<0$. Then $u$ is proportional to $\sinh\kappa x$ on the left and $\sinh\kappa(L-x)$ on the right, and the cusp condition becomes

$$\kappa\,[\coth\kappa x_0+\coth\kappa(L-x_0)]=2Z .$$

Let $(\lambda_h,u_h)$ be the lowest normalized pair in continuous piecewise-linear functions, on a mesh fine enough that $\lambda_h<0$. Let $K^*$, of length $h_*$, contain $x_0$ at fraction $s$ of its length, $0<s<1$.

The nodal interpolant $Iu$ shows the cost of a uniform mesh. Put $e=Iu-u$. Since $a(u,e)=\lambda(u,e)$, the cross terms cancel and

$$\lambda_h-\lambda\le\frac{a(e,e)-\lambda\|e\|^2}{\|Iu\|^2}.$$

On each element $(Iu)'$ is the mean of $u'$, so $\|e'\|^2$ is the sum of the integrated variances of $u'$. A step of height $2Zu(x_0)$ at fraction $s$ has integrated variance $4Z^2u(x_0)^2s(1-s)h$. The smooth variation of $u'$ adds $O(h^2)$ in total, as do the terms in $e(x_0)^2$ and $\|e\|^2$. Hence

$$\lambda_h-\lambda\le2Z^2u(x_0)^2s(1-s)\,h+O(h^2). \tag{1}$$

The missed cusp thus costs order $1/N$ in energy, against $1/N^2$ for the smooth part. A matching lower bound follows below.

## What the discrete orbital leaves unsatisfied

Define $R(v)=\lambda_h(u_h,v)-a(u_h,v)$. Since $u_h''=0$ inside elements, integrating by parts on each one gives

$$R(v)=\sum_K\int_K\lambda_hu_h\,v\,dx+\sum_n\tfrac12[u_h'](n)\,v(n)+Zu_h(x_0)v(x_0). \tag{2}$$

These are the element residuals $r=\lambda_hu_h$, half the slope jumps at interior nodes, and $j=Zu_h(x_0)$, which is minus half the slope jump $-2Zu_h(x_0)$ that $u_h$ should make at the well but cannot.

The discrete equation says that $R$ vanishes on piecewise-linear functions, so $R(v)=R(v-Iv)$. The difference vanishes at nodes, which removes the nodal jumps. On $K$ let $F'=r$, with an additional upward step $j$ at $x_0$ if $K=K^*$. For $z=v-Iv$, integration by parts gives the contribution

$$R_K(z)=-\int_KFz'\,dx=-\int_K(F-\bar F)z'\,dx ,$$

because $z'$ has zero mean; $\bar F$ is the mean of $F$. The choice $z'=-(F-\bar F)$ is admissible and attains the Cauchy–Schwarz bound. Also $\|z'\|_K\le\|v'\|_K$, since $z'$ is $v'$ minus its mean. Therefore

$$\|R\|^2:=\sup_v\frac{R(v)^2}{\|v'\|^2}=\sum_K\|F-\bar F\|_K^2 . \tag{3}$$

A zero-mean function with derivative $r$ has norm at most $(h/\pi)\|r\|$: in a cosine expansion the lowest nonzero wave number is $\pi/h$. The step contributes $|j|\sqrt{s(1-s)h}\le\frac12\sqrt h\,|j|$. This fixes the two numbers in the opening formula:

$$\eta_K=\frac{h_K}{\pi}\|\lambda_hu_h\|_K+\Big[K=K^*\Big]\frac{\sqrt{h_K}}2Z|u_h(x_0)|,\qquad \|R\|^2\le\eta^2=\sum_K\eta_K^2. \tag{4}$$

The bracket is 1 if its statement holds and 0 otherwise.

The nodal jumps may be kept, but they carry no independent information. Let $\varphi_n$ be the hat function of node $n$ and $J_n=\frac12[u_h'](n)$. Then $R(\varphi_n)=0$ reads

$$J_n=-\int\lambda_hu_h\varphi_n\,dx-Zu_h(x_0)\varphi_n(x_0).$$

Each adjacent element contributes at most $\|r\|_K\sqrt{h_K/3}$ to the integral. Square the three terms with $(a+b+c)^2\le3(a^2+b^2+c^2)$, multiply by the smaller adjacent length $h_n$, and sum. Each element is met from at most two nodes, and the two hat values at $x_0$ have squares summing to at most 1, so

$$\sum_nh_nJ_n^2\le2\sum_Kh_K^2\|r\|_K^2+3h_*j^2\le2\pi^2\eta^2 .$$

The last step uses $h_K^2\|r\|_K^2=\pi^2(\text{residual part})^2$ and $3h_*j^2=12(\text{slope part})^2$, with $12<2\pi^2$.

The estimator is also not wasteful. Away from $K^*$ write $r=m+d\xi$ with $-1\le\xi\le1$. Then $F-\bar F=\frac h2[m\xi+\frac d2(\xi^2-\frac13)]$ and

$$\|F-\bar F\|_K^2=h^3\Big(\frac{m^2}{12}+\frac{d^2}{180}\Big)\ge\frac{h^2}{60}\,h\Big(m^2+\frac{d^2}3\Big)=\frac{h^2\|r\|_K^2}{60}.$$

On $K^*$ the norm is at least $|j|\sqrt{s(1-s)h}-(h/\pi)\|r\|_K$, whose second term is of order $h^{3/2}$. So $\eta$ and $\|R\|$ are comparable on fine meshes if $s$ stays away from 0 and 1. If $x_0$ almost touches a node, $\eta$ remains an upper bound but can overestimate.

## From the residual to the eigenpair

Write $u_h=cu+w$ with $w\perp u$ and choose signs so that $c\ge0$. Since $a(u,w)=0$, we have $\lambda_h=c^2\lambda+a(w,w)$ and $1=c^2+\|w\|^2$, so

$$\lambda_h-\lambda=a(w,w)-\lambda\|w\|^2,\qquad Q:=-R(w)=a(w,w)-\lambda_h\|w\|^2=(\lambda_h-\lambda)c^2. \tag{5}$$

To bound $\|w'\|$ by $Q$, two facts are needed.

First, $w(x_0)^2$ equals $2\int_0^{x_0}ww'$ and also $-2\int_{x_0}^Lww'$. Averaging gives $w(x_0)^2\le\|w\|\|w'\|$, hence $Zw(x_0)^2\le\frac14\|w'\|^2+Z^2\|w\|^2$ and

$$Q\ge\tfrac14\|w'\|^2-(Z^2+\lambda_h)\|w\|^2 .$$

The same inequality applied to $u$ gives $\lambda\ge-Z^2/2$, so $Z^2+\lambda_h>0$.

Second, every two-dimensional space of trial functions contains one that vanishes at $x_0$ and does not feel the well. Its energy is at least that of the empty box, so the second level obeys $\lambda_2\ge\pi^2/(2L^2)$. As $w\perp u$, this gives $Q\ge g\|w\|^2$ with $g=\pi^2/(2L^2)-\lambda_h>0$.

Eliminating $\|w\|^2$ between the two,

$$\|w'\|^2\le CQ,\qquad C=4\Big(1+\frac{Z^2+\lambda_h}{g}\Big).$$

Since $Q\le\|R\|\|w'\|$, it follows that

$$\|w'\|\le C\eta,\qquad(\lambda_h-\lambda)c^2\le C\eta^2. \tag{6}$$

Here $1-c^2=\|w\|^2\le(\lambda_h-\lambda)/(\lambda_2-\lambda)$, which tends to zero under refinement.

In the other direction, $\lambda_h-\lambda\ge Q\ge\|w'\|^2/C$. On $K^*$ the slope $u_h'$ is constant, so $\|w'\|$ is at least $c$ times the square root of the variance of $u'$ there, $2Zu(x_0)\sqrt{s(1-s)h}-O(h^{3/2})$. The energy error of uniform meshes with $s$ away from 0 and 1 is therefore truly of order $1/N$.

For reading numbers, $2\eta^2$ is a convenient energy. If the terms in $w$ without a derivative, and the shift $\lambda_h-\lambda$ multiplying $u$, are negligible, then $R(v)\approx-\frac12\int w'v'$. So $\|w'\|\approx2\|R\|$ and $\lambda_h-\lambda\approx\frac12\|w'\|^2\approx2\|R\|^2$. This is a leading-order estimate, not a bound.

## Marking, and why it restores the rate

A tempting economy is to mark by the residual part $\frac{h_K}{\pi}\|\lambda_hu_h\|_K$ alone. The cusp element then looks like its smooth neighbours, with an indicator of order $h^{3/2}$, so it is refined only as far as the larger amplitude of $u_h$ near the well demands; its length still scales as $1/N$, and by the lower bound above so does the energy error. The information in $j$ must therefore enter the marking. Here it enters as the slope term of (4). The nodal jumps at the two ends of $K^*$ contain $-j\varphi_n(x_0)$ and can carry it instead, but the proof below is written for (4). The scheme is:

1. Solve for $(\lambda_h,u_h)$ and compute $\eta_K$.
2. Mark the smallest set $M$ with $\sum_M\eta_K^2\ge\theta\eta^2$, where $0<\theta<1$.
3. Bisect the marked elements and repeat.

**The estimator contracts.** Let $\mu_K$ be $\eta_K$ with the exact $\lambda,u$ inserted, and $\mu^2=\sum\mu_K^2$. With $H$ the largest element length, the triangle inequality gives

$$\Big(\sum_K|\eta_K-\mu_K|^2\Big)^{1/2}\le\frac H\pi\|\lambda_hu_h-\lambda u\|+\frac{\sqrt{h_*}}2Z|u_h(x_0)-u(x_0)| .$$

Now $u_h-u=w-(1-c)u$ with $1-c\le\|w\|^2$, while $\|w\|$ and $|w(x_0)|$ are bounded by constants times $\|w'\|$, and by (5) so is $\lambda_h-\lambda$. With (6), the right side is at most $\delta\eta$, where $\delta=O(\sqrt H)$. Bisection never increases $H$, so a fine enough start secures $\delta<\sqrt\theta$ on all later meshes.

Bisecting an ordinary element divides $\mu_K^2$ by 4. For $K^*$, let $\rho$ and $\sigma$ be the residual and slope parts of $\mu_K$. The children have residual parts with $\rho_1^2+\rho_2^2=\rho^2/4$, and one inherits the slope part $\sigma/\sqrt2$, so

$$(\rho_1+\sigma/\sqrt2)^2+\rho_2^2\le(\rho/2+\sigma/\sqrt2)^2\le\tfrac12(\rho+\sigma)^2 .$$

If the midpoint hits $x_0$, the slope part disappears. In every case $\mu_{\rm new}^2\le\mu^2-\frac12\sum_M\mu_K^2$. Since $(\sum_M\mu_K^2)^{1/2}\ge(\sqrt\theta-\delta)\eta$ and $\mu\le(1+\delta)\eta$,

$$\mu_{\rm new}\le q\mu,\qquad q^2=1-\frac12\Big(\frac{\sqrt\theta-\delta}{1+\delta}\Big)^2<1. \tag{7}$$

**Few elements are marked.** Set $\tau=\pi\sqrt{1-\theta}\,\eta/|\lambda_h|$. Elements other than $K^*$ with $h_K\le\tau$ carry at most $\tau^2\lambda_h^2\|u_h\|^2/\pi^2=(1-\theta)\eta^2$. The remaining ones, $K^*$ and those longer than $\tau$, therefore satisfy the bulk condition, and fewer than $L/\tau$ elements are longer than $\tau$. The smallest set is no larger:

$$\#M\le1+\frac{L|\lambda_h|}{\pi\sqrt{1-\theta}\;\eta}. \tag{8}$$

**The rate.** Each bisection adds one element. As $\eta_j$ is bounded along the run, (8) gives $\#M_j\le D/\eta_j\le D(1+\delta)/\mu_j$ with a fixed $D$. By (7), $1/\mu_j\le q^{J-j}/\mu_J$, so

$$N_J-N_0=\sum_{j<J}\#M_j\le\frac{D(1+\delta)}{\mu_J}\,\frac q{1-q}.$$

Since $\mu_J\ge(1-\delta)\eta_J$, we get $\eta_J=O(1/N_J)$. By (6) the slope error is $O(1/N)$ and the energy error $O(1/N^2)$.

No mesh sequence improves these powers. Take an interval of length $\ell$ on one side of $x_0$ where $|u''|\ge m>0$. On a piece of length $p$ the integrated variance of $u'$ is

$$\frac1{2p}\iint(u'(x)-u'(y))^2dx\,dy\ge\frac{m^2}{2p}\iint(x-y)^2dx\,dy=\frac{m^2p^3}{12}.$$

With at most $N$ pieces, convexity gives $\sum p^3\ge\ell^3/N^2$. So every piecewise-linear $v$ has $\|(u-v)'\|^2\ge m^2\ell^3/(12N^2)$. Applied to $v=u_h/c$ this bounds $\|w'\|$ from below, and $\lambda_h-\lambda\ge\|w'\|^2/C$ carries the bound to the energy.

## A worked orbital

Take a well of strength 8 eV Å at 4 Å in a 12 Å box, with $\theta=0.5$. These are round model parameters. The matching condition gives $\lambda=-4.198$ eV ($-0.1543$ hartree) and a decay length of 0.953 Å. Because $x_0=L/3$ and $2^k$ is never divisible by 3, repeated halving keeps $s$ at $1/3$ or $2/3$.

On 32 equal elements, $h=0.375$ Å and $u_h(x_0)^2=0.6975$ Å$^{-1}$. With $\hbar^2/m=7.620$ eV Å$^2$ restored, twice the squared slope part is

$$\frac{(8)^2(0.375)(0.6975)}{2(7.620)}\ \text{eV}=1.098\ \text{eV}.$$

The residual part gives 0.0094 eV. The indicator adds the parts before squaring: $(\sqrt{1.098}+\sqrt{0.0094})^2\approx1.31$ eV, out of $2\eta^2=1.338$ eV. One element holds 98% of the estimator and is the only one marked. The actual energy error is 1.047 eV.

For 8192 uniform elements, the leading term of (1), with $u(x_0)^2=1.0514$ Å$^{-1}$, is

$$\frac{2(8)^2(1.0514)(2/9)(12/8192)}{7.620}\ \text{eV}=5.75\times10^{-3}\ \text{eV};$$

the computed error is $5.74\times10^{-3}$ eV. An error below 0.010 eV needs 8192 elements when uniform meshes are doubled, but 58 in the adaptive run. This gap is due to the missed cusp: a uniform mesh with a node on the well has $N^2(\lambda_h-\lambda)\approx55.5$ eV and reaches the same target with 75 elements. With 2392 adaptive elements the error is $1.6\times10^{-6}$ eV, and the cusp element has shrunk to $7\times10^{-10}$ Å, a numerical length without physical meaning.

The fitted powers of $N$ in the energy error are $-0.99$ for uniform meshes and $-2.11$ for bulk marking. The second cannot persist, since the lower bound forbids a power steeper than $-2$. Indeed $N^2(\lambda_h-\lambda)$ falls from 12.9 eV at $N=134$ to 9.5 eV at 1192 and 9.3 eV at 2392, so it is levelling off. Two controls isolate the cause. A uniform mesh with a node on the cusp gives $-2.00$, and marking without the slope term gives $-0.99$.

The measured $\delta$ starts at 0.25, its largest value, below $\sqrt\theta=0.71$, so (7) applies throughout this run. It guarantees $q^2\approx0.93$ per step; the observed mean factor for $\eta^2$ over 29 steps is about 0.63. On the last mesh the energy error agrees with $2\|R\|^2$ to the digits worth quoting, and $\|R\|/\eta=0.91$. The constant $C=10.2$ on the first mesh belongs to a guaranteed bound and is far from sharp.

## Where the argument stops

In this model a node placed on the well restores the power $N^{-2}$ on uniform meshes, so adaptivity improves the rate only when the cusp position is not built into the mesh. It still improves the constant: in the worked orbital $N^2(\lambda_h-\lambda)$ is about 9.3 eV for the adaptive run against 55.5 eV for uniform meshes with a node on the well. A three-dimensional Coulomb cusp behaves differently. Near the nucleus the gradient error is of order one over a volume $h^3$, giving a squared error $h^3$. Linear elements already have $h^2$ elsewhere, so by this scaling estimate they lose no power on uniform meshes. Quadratic elements would have $h^4$ for a smooth orbital, and there the cusp does set the rate. The counting proof above uses intervals and linear elements; it does not cover that case. The numerical output follows.

## Numbers as computed

```
well strength 8.0 eV A; box 12.0 A; well at 4.0 A; theta 0.5
hbar^2/m = 7.61996 eV A^2; Z = 0.55557 a.u.
exact energy -4.197600 eV = -0.1542590 hartree
decay length 1/kappa 0.95271 A; density at cusp 1.05139 1/A
start mesh: N 32, h 0.3750 A, cusp element 3.7500 to 4.1250 A, s 0.6667
start: discrete energy -3.15070 eV, density at cusp 0.69752 1/A
start, cusp element: 2*(residual part)^2 0.00936 eV, 2*(slope part)^2 1.09846 eV
start: 2*eta_K^2 of cusp element 1.31065 eV, 2*eta^2 1.33841 eV, marked 1
start: reliability constant C 10.153 (no unit)
uniform meshes: N, energy error (eV)
     32  1.0469e+00
    128  3.3323e-01
    512  8.9632e-02
   2048  2.2846e-02
   8192  5.7397e-03
predicted cusp cost at N 8192: 5.7491e-03 eV
adaptive: N, energy error (eV), 2 eta^2 (eV), cusp element (A), largest element (A)
     32  1.0469e+00  1.3384e+00  3.750e-01  0.3750
     40  4.1437e-02  4.9461e-02  2.930e-03  0.3750
     67  4.5065e-03  5.4652e-03  9.155e-05  0.3750
    134  7.1952e-04  8.7449e-04  5.722e-06  0.3750
    307  1.1103e-04  1.3496e-04  3.576e-07  0.3750
    599  2.7300e-05  3.3192e-05  4.470e-08  0.3750
   1192  6.6803e-06  8.1215e-06  5.588e-09  0.3750
   2392  1.6316e-06  1.9840e-06  6.985e-10  0.3750
number of adaptive meshes 30
fitted energy-error powers of N: uniform -0.987, adaptive -2.112
  uniform with node on cusp -1.999, marking without slope term -0.994
without slope term: N 2340, error 5.7405e-03 eV
node on cusp: N 1536, error 2.3522e-05 eV
first mesh with error below 0.010 eV: uniform doubling 8192, adaptive 58 elements
delta = |eta-mu|/eta: first 0.2515, largest 0.2515, last 0.00013; sqrt(theta) 0.7071
dual norm / eta: first 0.8036, last 0.9069
energy error / (2 dual norm^2), last mesh: 0.99999
dual norm at N 111: fine-mesh / local formula 0.99812
weighted nodal jumps / eta^2 at N 111: 8.9816; bound 19.7392
last mesh: half squared slope error 1.6316e-06 eV, floor for any mesh 8.2877e-09 eV
```
